# Thermal Conductivity from Evans' Homogeneous Driving Force, part 1

(Sections cited here and not found follow in the second part.)

## From the driving force to the conductivity

Consider a classical fluid of $N$ identical molecules of mass $m$ in a periodic box of volume $V$, with central pair forces and zero total momentum. Let every molecule feel, besides its ordinary force, the extra force

$$
\mathbf G_i=(e_i-\bar e)\,\mathbf F+\frac12\sum_{j\ne i}\mathbf f_{ij}(\mathbf r_{ij}\cdot\mathbf F)-\frac1{2N}\sum_{j\neq k}\mathbf f_{jk}(\mathbf r_{jk}\cdot\mathbf F). \tag{1}
$$

Here $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$, $\mathbf f_{ij}$ is the force on $i$ from $j$, $e_i$ is the energy assigned to molecule $i$, and $\bar e$ is the mean of the $e_i$. The field $\mathbf F$ is the same everywhere and has the unit of inverse length. With $\mathbf F$ along $x$, the thermal conductivity of an isotropic fluid is

$$
\kappa=\lim_{F\to0}\ \lim_{t\to\infty}\frac{\langle J_x\rangle}{T F}, \tag{2}
$$

where $J_x$ is the heat current density and $T$ the temperature. The current per unit field is therefore $\kappa T$, and one division by $T$ remains. No hot or cold region is needed. The field does work on the fluid, however, so a lasting steady state needs a thermostat. One that acts on all molecules alike singles out no region as hot or cold. The second half treats it; the first half uses Newtonian motion plus the force (1).

### The heat current

Let $\phi(r)$ be the pair energy, $\mathbf v_i=\mathbf p_i/m$, and

$$
e_i=\frac{p_i^2}{2m}+\frac12\sum_{j\neq i}\phi(r_{ij}),\qquad H_0=\sum_i e_i . \tag{3}
$$

Each pair energy is shared equally by its two partners. Without the field, the kinetic energy of $i$ changes at the rate $\sum_j\mathbf f_{ij}\cdot\mathbf v_i$. The pair energy changes at the rate $-\mathbf f_{ij}\cdot(\mathbf v_i-\mathbf v_j)$, because $\partial\phi/\partial\mathbf r_i=-\mathbf f_{ij}$ and $\partial\phi/\partial\mathbf r_j=+\mathbf f_{ij}$. Half of this belongs to $i$, so

$$
\dot e_i=\sum_{j\neq i}\left[\mathbf f_{ij}\cdot\mathbf v_i-\tfrac12\mathbf f_{ij}\cdot(\mathbf v_i-\mathbf v_j)\right]
=\frac12\sum_{j\ne i}\mathbf f_{ij}\cdot(\mathbf v_i+\mathbf v_j). \tag{4}
$$

For an isolated cluster, energy conservation reads $\partial_t\varepsilon=-\nabla\cdot\mathbf j$, with energy density $\varepsilon$ and current density $\mathbf j$. Multiplying by $\mathbf r$ and integrating by parts gives $\int\mathbf j\,d^3r=\frac{d}{dt}\sum_i\mathbf r_ie_i$, since nothing flows at infinity. This integral is $V\mathbf J$. Its two parts are $\sum_ie_i\mathbf v_i$ and $\sum_i\mathbf r_i\dot e_i$. In the second, exchange the labels $i$ and $j$, use $\mathbf f_{ji}=-\mathbf f_{ij}$, and average the two forms:

$$
\sum_i\mathbf r_i\dot e_i=\frac14\sum_{i\neq j}\mathbf r_{ij}\,\mathbf f_{ij}\cdot(\mathbf v_i+\mathbf v_j)
=\frac12\sum_{i\ne j}\mathbf r_{ij}(\mathbf f_{ij}\cdot\mathbf v_i). \tag{5}
$$

The last step holds because the product of $\mathbf r_{ij}$ and $\mathbf f_{ij}$ keeps its sign under the exchange, so $\mathbf v_i$ and $\mathbf v_j$ contribute equally. Hence

$$
V\mathbf J=\sum_ie_i\mathbf v_i+\frac12\sum_{i\ne j}\mathbf r_{ij}(\mathbf f_{ij}\cdot\mathbf v_i). \tag{6}
$$

The first term is energy carried by moving molecules, the second is energy handed over through forces. Only relative positions remain, so (6) also serves in a periodic box if $\mathbf r_{ij}$ joins nearest images and the force range is below half the box edge.

The heat current is the energy current minus the enthalpy per molecule times the particle current. The latter is $\sum_i\mathbf v_i/V$, which vanishes at zero total momentum. Under that condition (6) is the heat current.

### Work done by the field

The driven equations of motion are

$$
\dot{\mathbf r}_i=\mathbf p_i/m,\qquad \dot{\mathbf p}_i=\mathbf f_i+\mathbf G_i,\qquad \mathbf f_i=\sum_{j\ne i}\mathbf f_{ij}. \tag{7}
$$

Summing (1) over $i$ gives zero: $\sum_i(e_i-\bar e)=0$, and the last term removes the sum of the second. The total momentum $\mathbf P$ therefore stays zero.

The ordinary forces conserve $H_0$, so its rate of change is $\sum_i\mathbf v_i\cdot\mathbf G_i$. The two subtracted averages in (1) multiply $\sum_i\mathbf v_i=0$ and drop out. What remains is

$$
\dot H_0=\sum_ie_i\mathbf v_i\cdot\mathbf F+\frac12\sum_{i\neq j}(\mathbf f_{ij}\cdot\mathbf v_i)(\mathbf r_{ij}\cdot\mathbf F)=V\mathbf J\cdot\mathbf F. \tag{8}
$$

This is the purpose of (1): the field is coupled to the heat current as an electric field is coupled to an electric current. It pushes molecules of high energy along $\mathbf F$ and those of low energy against it, with a matching bias in the forces between neighbours.

Equations (6) and (8) can be checked on a free cluster of 27 molecules placed on a distorted cubic grid with random velocities. In units built from $m$, the molecular diameter and the well depth of the pair energy before it is cut off at long range, a finite difference of $\sum_ix_ie_i$ in time gives $-17.369$. The right side of (6) gives $-17.369$, and so does a finite difference of $H_0$ along the driven motion, divided by $F$.

### Flow in phase space

A probability density $\rho$ in phase space is diluted if the flow diverges. Newtonian motion has no divergence. In (1) only the kinetic energies depend on momentum. Since $\partial e_i/\partial\mathbf p_i=\mathbf p_i/m$ and $\partial\bar e/\partial\mathbf p_i=\mathbf p_i/(Nm)$,

$$
\sum_i\frac{\partial}{\partial\mathbf p_i}\cdot\mathbf G_i=\left(1-\frac1N\right)\frac{\mathbf P\cdot\mathbf F}{m}=0\quad\text{for }\mathbf P=0. \tag{9}
$$

With unequal masses the sum would be $(1-1/N)\sum_i\mathbf p_i\cdot\mathbf F/m_i$, which does not vanish at zero total momentum. A mixture therefore needs a different driving force, and its heat current must also be separated from diffusion.

### Linear response

Let the fluid be in equilibrium at $t=0$, with $\rho_0\propto\delta(\mathbf P)e^{-\beta H_0}$ and $\beta=1/k_{\rm B}T$, and let the field then be switched on. Write $\rho=\rho_0+\rho_1$, and let $\mathcal L_0=\sum_i(\mathbf v_i\cdot\partial_{\mathbf r_i}+\mathbf f_i\cdot\partial_{\mathbf p_i})$ be the rate of change along undriven motion. Because of (9), conservation of probability to first order in $F$ reads

$$
(\partial_t+\mathcal L_0)\rho_1=-\sum_i\mathbf G_i\cdot\frac{\partial\rho_0}{\partial\mathbf p_i}=\beta V J_xF\,\rho_0. \tag{10}
$$

The last form uses $\partial\rho_0/\partial\mathbf p_i=-\beta\mathbf v_i\rho_0$ and (8); the factor $\delta(\mathbf P)$ is not affected since $\sum_i\mathbf G_i=0$. Let $\Gamma$ be a point in phase space and $\Gamma_{-s}$ the point from which undriven motion reaches $\Gamma$ in time $s$. The solution that vanishes at $t=0$ is

$$
\rho_1(\Gamma,t)=\beta VF\rho_0(\Gamma)\int_0^tJ_x(\Gamma_{-s})\,ds. \tag{11}
$$

To verify it, note that $\partial_t$ acting on the integral gives $J_x(\Gamma_{-t})$. Since $\mathcal L_0J_x(\Gamma_{-s})=-\partial_sJ_x(\Gamma_{-s})$, the operator $\mathcal L_0$ gives $J_x(\Gamma)-J_x(\Gamma_{-t})$. The sum is $J_x(\Gamma)$, as (10) requires.

The equilibrium mean of $J_x$ is zero, because $J_x$ changes sign when all momenta are reversed. Averaging $J_x$ with (11) and using the stationarity of equilibrium yields

$$
\langle J_x(t)\rangle=\frac{VF}{k_{\rm B}T}\int_0^t\langle J_x(s)J_x(0)\rangle_0\,ds. \tag{12}
$$

The subscript 0 denotes an equilibrium average. At $t=0$ the slope of (12) is $\beta VF\langle J_x^2\rangle_0$. The same slope follows directly from the kick that $\mathbf G_i$ gives to the current, so that

$$
\frac1F\left\langle\sum_i\mathbf G_i\cdot\frac{\partial(VJ_x)}{\partial\mathbf p_i}\right\rangle_0=\beta\langle(VJ_x)^2\rangle_0. \tag{13}
$$

This identity contains no time integral and tests the prefactor of (12) by itself.

### The same integral in a real temperature gradient

It remains to show that the integral in (12) is the one that governs ordinary conduction. Take a large periodic fluid whose temperature is $T+\delta T\sin kx$ at uniform pressure. Its initial density is that of local equilibrium, with a weight $\exp\{-\sum_i[\beta(x_i)e_i-(\beta\mu)(x_i)]\}$, where $\mu$ is the chemical potential. At constant pressure $d(\beta\mu)=h\,d\beta$, with $h$ the enthalpy per molecule. Since $\delta\beta=-\delta T\sin kx/(k_{\rm B}T^2)$, the weight to first order is

$$
\rho=\rho_0\left[1+\frac{\delta T}{k_{\rm B}T^2}B_k\right],\qquad B_k=\sum_i(e_i-h)\sin kx_i. \tag{14}
$$

Let $\mathbf q$ be the heat current density, that is, the energy current density minus $h$ times the particle current density. Local conservation and one integration by parts give $\dot B_k=kQ_k$, with $Q_k=\int q_x\cos kx\,d^3r$.

By stationarity, $\frac{d}{dt}\langle Q_k(t)B_k(0)\rangle_0=-k\langle Q_k(t)Q_k(0)\rangle_0$. At $t=0$ the correlation $\langle Q_kB_k\rangle_0$ is zero, because $Q_k$ is odd and $B_k$ even under reversal of momenta. Therefore

$$
\langle Q_k(t)\rangle=-\frac{k\,\delta T}{k_{\rm B}T^2}\int_0^t\langle Q_k(s)Q_k(0)\rangle_0\,ds. \tag{15}
$$

Fourier's law says $q_x=-\kappa k\,\delta T\cos kx$, so $\langle Q_k\rangle=-\kappa k\,\delta T\,V/2$. Now let $k\to0$ at fixed $t$. The temperature wave then has no time to decay, and correlations built up during $t$ extend over a small part of the wavelength. The average of $\cos^2kx$ makes $\langle Q_kQ_k\rangle_0$ half of $\langle Q_0Q_0\rangle_0$, and the two halves cancel.

At zero total momentum $Q_0=VJ_x$. If the momentum is allowed to fluctuate, a small drift velocity $u$ along $x$ adds $u(H_0+p_{xx}V-hN)$ to $Q_0$, with $p_{xx}$ the instantaneous normal pressure along $x$. Drift across $x$ adds similar terms with the fluctuating shear stress, which are of the same order. Here $u$ is of order $N^{-1/2}$ and the bracket of order $N^{1/2}$, while $Q_0$ itself is of order $N^{1/2}$, so the addition is negligible in a large system. Letting $t\to\infty$ last, and assuming that the integral converges, gives the Green–Kubo formula

$$
\kappa=\frac{V}{k_{\rm B}T^2}\int_0^\infty\langle J_x(s)J_x(0)\rangle_0\,ds. \tag{16}
$$

Comparison with (12) gives $\langle J_x\rangle=\kappa TF$ if the field is made weak first and the time long afterwards. Equation (2) takes these limits in the opposite order. That requires a steady state, hence a thermostat, and the assumption that the two limits can be exchanged. Fourier's law would give the same current for $-\partial_xT=TF$. To first order, then, $F$ takes the place of $-\partial_xT/T$, although the driven fluid contains no such gradient.

## The thermostat, the noise and a computed liquid

The following symbols and results are carried over. The molecules have momenta $\mathbf p_i$, velocities $\mathbf v_i$, energies $e_i$ and ordinary forces $\mathbf f_i$. The extra force $\mathbf G_i$ of (1) conserves the total momentum, which is zero, and does work at the rate $V\mathbf J\cdot\mathbf F$, by (8). Its flow in phase space has no divergence, by (9). The steady linear current is $\kappa TF$, with $\kappa$ given by the equilibrium fluctuations of $J_x$ in (16), and $\beta=1/k_{\rm B}T$.

The linear response to the force (1) has been shown to give the same conductivity as ordinary conduction, if the field is made weak first and the time long afterwards. What remains is to add the thermostat that a steady state needs, to estimate the statistical error, and to apply the method to a model liquid.
